# Why the xenon 4d giant resonance lies near 100 eV

**Q.** Xenon starts to absorb through its 4d shell at roughly 70 eV, yet the large maximum is near 100 eV and tens of eV wide. A hydrogen-like edge is strongest at threshold. What delays the absorption?

**A.** Begin with what the outgoing electron feels. The dominant dipole channel is 4d → f, and an f electron has the centrifugal energy $l(l+1)/2r^2=6/r^2$ in atomic units. With one 4d electron gone, the local part of its radial potential is

$$V_{\rm eff}(r)=\frac{6}{r^2}-\frac{Z}{r}+J(r)-Y^0(r).$$

Here $Z=54$, $J$ is the electrostatic potential energy due to all 54 electrons, and $Y^0$ is the spherical part due to one 4d electron. Far out this becomes $6/r^2-1/r$. Close in, the nucleus is less screened and can beat the centrifugal term.

For Hartree-Fock orbitals, $V_{\rm eff}$ has an inner well of about −50 eV at 0.25 Å, then a barrier whose top is 12 eV above the ionisation limit, at 0.94 Å. The mean 4d radius is 0.46 Å, inside the barrier. A slow f electron is kept outside, where it hardly overlaps the 4d orbital, so absorption at threshold is weak.

**Q.** A barrier explains a delay. Why should there be a resonance?

**A.** At a suitable energy the f wave fits into the inner well and builds up there before leaking out. That is a shape resonance: one electron, one potential, no second channel needed. To look for it we need the full average field, including exchange.

Let $\phi(r)$ be the normalised radial 4d function, with $\int\phi^2dr=1$, and $F$ the closed-shell Fock operator for $l=3$. Write $F^k$ for the local potential $\int\phi(r')^2v_k(r,r')dr'$, with $v_k=r_<^k/r_>^{k+1}$, and $G^k$ for the non-local kernel $\phi(r)v_k(r,r')\phi(r')$. With real spherical harmonics and $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, define

$$c_k^2=\sum_{i,a,q}\Big(\int Y_{2i}C_{kq}Y_{3a}\,d\Omega\Big)^2 .$$

By rotational symmetry each of the seven f orbitals receives one seventh of this sum. The full 4d shell, with five electrons of matching spin, therefore contributes exchange $-\sum_k(c_k^2/7)G^k$ to $F$. Averaging over all states of 4d⁹f removes one tenth of that and one direct potential $F^0$:

$$A_{\rm av}=F-\varepsilon_{4d}-F^0+\sum_{k=1,3,5}\frac{c_k^2}{70}\,G^k .$$

The eigenvalues of $A_{\rm av}$ are photon energies. Orbitals are frozen, so the threshold is $-\varepsilon_{4d}=75.6$ eV.

**Q.** How do you identify a resonance without just pointing at a peak?

**A.** Through the phase shift $\delta$ of the f wave relative to a pure Coulomb f wave. Put the atom in a large sphere. A level occurs when the Coulomb phase at the wall plus $\delta(E)$ equals $n\pi$. The potential therefore changes the number of levels below $E$ by $\delta/\pi$, apart from a constant, and their density by $\delta'(E)/\pi$. A level density is $-{\rm Im\,Tr}\,G(E)/\pi$ with $G(E)=(E+i0-H)^{-1}$, hence

$$\frac{d\delta}{dE}=-{\rm Im\,Tr}\,[G(E)-G_{\rm C}(E)],$$

where $G_{\rm C}$ belongs to the Coulomb problem. This was tested against phases found by matching box states to Coulomb functions.

Counted from 1.5 eV above threshold to its highest value, background included, the phase in the average field rises by 3.26 rad, close to $\pi$, and is steepest at a photon energy of 80.7 eV. The cross section peaks at 80.9 eV, that is $80.9-75.6=5.3$ eV above threshold and below the top of the local barrier.

An isolated resonance has $\tan\delta=(\Gamma/2)/(E_r-E)$ apart from a background. Differentiation gives $\delta'=(\Gamma/2)/[(E-E_r)^2+\Gamma^2/4]$, whose maximum is $2/\Gamma$. The computed maximum, 0.767 rad/eV, gives $\Gamma=2/0.767=2.6$ eV, against a full width at half maximum in the cross section of 2.7 eV as read on a 0.1 eV grid, a reading that may be up to 0.2 eV low. All widths quoted below are read in the same way; on a finer energy grid each is about 0.1 eV larger, and this one becomes 2.8 eV. The phase and the peak describe the same resonance.

**Q.** But that is a narrow line at 81 eV. My spectrum looks nothing like it.

**A.** The average field treats all terms of 4d⁹f alike, while light from the closed-shell ground state reaches ¹P when spin-orbit coupling is neglected. The distinction is large.

Take the singlet excitation of an electron from orbital $i$ to orbital $a$: an equal sum of the spin-up and spin-down excitations, divided by $\sqrt2$. Let $(ia|jb)$ be the Coulomb integral between the densities $\phi_i\phi_a$ and $\phi_j\phi_b$. Two excitations of equal spin are coupled by $(ia|jb)-(ij|ab)$. For opposite spins the second term vanishes by spin orthogonality. The singlet combination adds the two cases:

$$[(ia|jb)-(ij|ab)]+(ia|jb)=2(ia|jb)-(ij|ab).$$

The triplet combination subtracts them and leaves $-(ij|ab)$. The last term is the attraction between electron and hole. The first couples two transition densities and exists for singlets.

**Q.** How does that become a number for 4d → f?

**A.** Light polarised along $z$ excites the orbital pairs with weights

$$U_{ia}=\int Y_{2i}\cos\theta\,Y_{3a}\,d\Omega .$$

Their normalisation can be found in the complex basis, where $\cos\theta$ conserves $m$ and its squared element between $l=2$ and $l=3$ is $(9-m^2)/35$:

$$\sum_{ia}U_{ia}^2=\sum_{m=-2}^{2}\frac{9-m^2}{35}=\frac{45-10}{35}=1 .$$

Now expand the Coulomb interaction as $\sum_k v_k\sum_q C_{kq}(1)C_{kq}(2)$. The angular function $\sum_{ia}U_{ia}Y_{2i}Y_{3a}$ transforms like $\cos\theta$, so it has a component on $C_{10}=\cos\theta$ and on no other $C_{kq}$. That component is $\sum U_{ia}^2=1$. Thus $2(ia|jb)$ becomes $2G^1$, and the ¹P matrix is

$$A=F-\varepsilon_{4d}-\sum_{k=0,2,4}a_kF^k+2G^1,$$

$$a_k=\sum_{ijabq}U_{ia}U_{jb}\int Y_{2i}C_{kq}Y_{2j}d\Omega\int Y_{3a}C_{kq}Y_{3b}d\Omega .$$

For $k=0$ both integrals are Kronecker deltas, so $a_0=\sum U_{ia}^2=1$. The other finite sums give $a_2=0.229$ and $a_4=0.095$.

To compare with the average, note that the three components $q$ contribute equally to $c_1^2$. The $q=0$ part is the sum just found, so $c_1^2=3$. The extra amount of $G^1$ in ¹P is therefore

$$2-\frac{3}{70}=\frac{137}{70}=1.957 .$$

**Q.** People call this the exchange term. Exchange usually lowers an energy, so why does the peak move up?

**A.** The name refers to the Slater integral $G^1$, in which the orbitals 4d and f change places. In terms of excitations it is an ordinary Coulomb interaction between transition dipoles. For an f function $p(r)$ its expectation value is

$$\langle p|G^1|p\rangle=\iint \phi(r)p(r)\,\frac{r_<}{r_>^2}\,\phi(r')p(r')\,dr\,dr' .$$

This is proportional to the electrostatic self-energy of a charge distribution with density $\phi p/r^2$ times $\cos\theta$. Such an energy equals $\int|\mathbf E|^2d^3r/8\pi$, where $\mathbf E$ is the field of the distribution, so it cannot be negative. The term is repulsive, and it is confined to the region of the 4d orbital, where the resonant f wave is concentrated.

Its size can be judged with the compact function $p\propto r\phi$, the shape that the dipole operator makes from the 4d orbital. For it $\langle G^1\rangle=15.1$ eV, and $1.957\times15.13=29.6$ eV. When the extra $G^1$ alone is added to the average field, the maximum moves from 80.9 to 110.6 eV, by 29.7 eV. The closeness of the two numbers should not be overrated, because $r\phi$ is not the resonance function and the shift is far larger than the original width. The estimate does show that the scale is right.

**Q.** And the broadening? Is it a separate effect?

**A.** It follows from the same repulsion. In the average field the resonance lies 5.3 eV above threshold. Exchange attracts the f electron, so the barrier it meets is lower than the 12 eV of the local potential, but the resonance still lies beneath the top and the electron must tunnel out. In a semiclassical picture the escape rate contains $\exp(-2\int\kappa\,dr)$, with $\kappa=\sqrt{2(V-E)}$ integrated across the forbidden region, where $V$ is an effective potential that includes exchange. This region shrinks as $E$ rises and vanishes at the top. With $G^1$ added, the maximum is $110.6-75.6=35$ eV above threshold, well clear of the barrier. Nothing then holds the electron in except partial reflection, and the width grows from 2.7 to 44.7 eV.

The remaining terms act the other way. Going from average+$G^1$ to the full ¹P matrix adds the attractions $-a_2F^2-a_4F^4$ and takes away the small average repulsions in $G^3$ and $G^5$. Both changes lower the energy. The ¹P maximum is at 105.1 eV with a width of 39.9 eV, so the net shift from the average field is 24.2 eV.

The phase shift loses its sharp step as well: its largest slope falls from 0.767 to 0.076 rad/eV. The isolated-resonance formula no longer applies, because the phase now changes slowly over tens of eV and is not steepest at the cross-section maximum. The 39.9 eV describes the shape of the absorption curve and should not be turned into a lifetime.

**Q.** Would a ³P state show the same displacement?

**A.** No. The triplet matrix lacks $2G^1$ and keeps the same attraction. Relative to the average field every change is then downward: $-a_2F^2-a_4F^4$, and the loss of all the average $G^k$ repulsions. In this model the f electron in ³P is held more strongly than in the average field. I have not computed where its resonance falls, or whether it becomes bound. Light does not excite it from the ground state unless spin-orbit coupling mixes it with a singlet. The comparison shows that the barrier alone does not place the absorption near 100 eV.

**Q.** Where does ground-state correlation come in? I have heard that it also shifts and broadens the resonance.

**A.** So far the ground state was a single determinant. The interaction also mixes into it pairs of simultaneous 4d → f excitations. Light can then remove an excitation already present as well as create one, and the two amplitudes interfere.

The equations follow from letting the Hartree-Fock orbitals respond to a weak field $\mathcal E\cos\omega t$ along $z$. Write

$$\delta\phi_i=x_ie^{-i\omega t}+y_i^*e^{i\omega t},$$

with $x_i$ and $y_i$ in the space of empty orbitals. To first order,

$$i\,\partial_t\,\delta\phi_i=(F-\varepsilon_i)\,\delta\phi_i+(\delta F+z\mathcal E\cos\omega t)\,\phi_i .$$

The part of the density matrix varying as $e^{-i\omega t}$ is, per spin, $\sum_j[x_j(\mathbf r)\phi_j(\mathbf r')+\phi_j(\mathbf r)y_j(\mathbf r')]$. Put it into the Coulomb and exchange parts of $\delta F$ and project on an empty orbital $a$. The amplitude $x_{jb}$ is multiplied by $2(ia|jb)-(ij|ab)$, the coupling we had before. The amplitude $y_{jb}$ is multiplied by

$$B_{ia,jb}=2(ia|jb)-(ib|ja),$$

because in the second term of the density matrix the occupied and empty orbitals have exchanged arguments. With $d$ the vector of dipole elements, the terms in $e^{-i\omega t}$ give $\omega x=Ax+By+\tfrac12\mathcal E d$. The terms in $e^{i\omega t}$, after complex conjugation, give $-\omega y=Ay+Bx+\tfrac12\mathcal E d$.

Set $x=-\mathcal E X/(2\sqrt2)$, likewise for $y$, and $D=\sqrt2\,d$:

$$(A-\omega)X+BY=D,\qquad BX+(A+\omega)Y=D .$$

This is the random phase approximation with exchange. For our channel the weights $U_{ia}$ reduce $d$ to the radial function $r\phi$, and

$$B=2G^1-\sum_{k=1,3,5}b_kG^k .$$

The $b_k$ are sums like $a_k$, but with the angular integrals pairing $i$ with $b$ and $j$ with $a$. They are 0.029, 0.076 and 0.216.

The electron has charge −1 and there are two spins, so the induced dipole is $-2d\cdot(x+y)e^{-i\omega t}$ plus its conjugate. Inserting $x$ and $y$ turns this into $\tfrac12\mathcal E\,D\cdot(X+Y)e^{-i\omega t}$ plus its conjugate. The polarisability is therefore $\alpha=D\cdot(X+Y)$. The absorbed power $\tfrac12\omega\mathcal E^2\,{\rm Im}\,\alpha$ divided by the intensity $c\mathcal E^2/8\pi$ is the cross section

$$\sigma=\frac{4\pi\omega}{c}\,{\rm Im}\,\alpha .$$

**Q.** Which way does $B$ move the peak?

**A.** Reduce everything to one level, with $A=\Delta+V$ and $B=V$. Without $B$ the excitation energy is $\Delta+V$. With it, the homogeneous equations need a vanishing determinant:

$$(\Delta+V-\omega)(\Delta+V+\omega)-V^2=0\;\Rightarrow\;\omega^2=\Delta^2+2\Delta V .$$

Since $(\Delta+V)^2$ exceeds this by $V^2$, correlation lowers the energy. For $V\ll\Delta$ the expansion is $\omega\approx\Delta+V-V^2/2\Delta$: the repulsive shift survives at first order and is reduced at second. For $V\gg\Delta$ the energy grows as $\sqrt{2\Delta V}$ instead of linearly.

With $\Delta=80.9$ eV and $V=24.2$ eV, $\omega=\sqrt{80.9^2+2(80.9)(24.2)}=102.3$ eV instead of 105.1 eV. The full calculation gives 98.7 eV, a shift of −6.4 eV. The one-level model has the right sign but less than half the size. One reason is visible in the matrices: $V$ was taken from a net shift, already reduced by the attractive $F^2$ and $F^4$ terms, whereas $B$ contains nearly the whole of $2G^1$.

So the account you heard needs correcting. In this calculation correlation takes back part of the upward shift, and it narrows the peak, from 39.9 to 32.5 eV.

**Q.** Why narrower?

**A.** I can show where it happens, but the cause is less certain. These are cross sections in Å²:

| Photon energy (eV) | Average | ¹P | ¹P with correlation |
|---|---|---|---|
| 80 | 1.523 | 0.031 | 0.032 |
| 90 | 0.182 | 0.220 | 0.241 |
| 100 | 0.065 | 0.331 | 0.312 |
| 120 | 0.011 | 0.252 | 0.144 |
| 140 | 0.001 | 0.073 | 0.030 |

Correlation slightly raises the low-energy side and strongly reduces the high-energy side. The lower half-maximum point moves from 87.6 to 86.2 eV, the upper one from 127.5 to 118.7 eV.

The one-level formula does not explain this. If $\Delta$ has a small spread, that of $\omega$ is larger by $d\omega/d\Delta=(\Delta+V)/\omega=105.1/102.3=1.03$, a slight broadening. My conjecture is that the lower energy matters more, since the electron leaves closer to the barrier top and is reflected more strongly.

**Q.** Does the lost intensity reappear elsewhere?

**A.** No, it was an artefact of leaving out $B$. Let $P=X+Y$ and $M=X-Y$. Adding and subtracting the two response equations gives

$$(A+B)P-\omega M=2D,\qquad (A-B)M-\omega P=0 .$$

At large $\omega$ the first gives $M\approx-2D/\omega$, and the second then gives $P\approx-2(A-B)D/\omega^2$. Hence $\alpha\approx-S/\omega^2$ with

$$S=2D\cdot(A-B)D .$$

Since $\alpha=\sum_nf_n/(\omega_n^2-\omega^2)$, $S$ is the sum of the oscillator strengths $f_n$. The term $2G^1$ stands in both $A$ and $B$ and cancels. Dipole repulsion can redistribute strength but cannot create it. Sums over explicit eigenvectors confirm this: 14.13 with the $2G^1$ term and 14.13 without it. If $B$ is dropped, the sum becomes $2D\cdot AD=17.71$, about 25% above the correlated value. These sums omit basis states above 300 hartree; keeping them raises each sum by about 0.007.

There is a simple reference value. Let the d and f electrons move in one common local potential and ignore the other interactions. The f Hamiltonian then exceeds the d Hamiltonian by $6/r^2-3/r^2=3/r^2$. Acting on $r\phi$, the derivative term is $-\tfrac12(r\phi)''=-\tfrac12r\phi''-\phi'$, so

$$(h_f-\varepsilon_{4d})\,r\phi=-\phi'+\frac{3\phi}{r} .$$

With $D=\sqrt2\,r\phi$ and $-\int r\phi\phi'dr=\tfrac12$ by partial integration, $S=4(\tfrac12+3)=14$. The correlated result is close to this. The excess of 0.13 comes from the interactions that the reference leaves out.

**Q.** How far should I trust 98.7 eV against my measured maximum?

**A.** As an account of the mechanism, not as a prediction to the last eV. The final peak is 0.313 Å², or 31.3 Mb, at 98.7 eV. The Hartree-Fock threshold of 75.6 eV is several eV above the observed onset, partly because the remaining electrons are not allowed to relax around the hole and partly because the calculation is non-relativistic; neither contribution was computed here. Relaxation would lower the threshold, but it would also change the field felt by the f electron, so one cannot simply slide the curve down. Part of the agreement with 100 eV may be a cancellation of errors.

Also missing are scalar relativistic effects, spin-orbit splitting, Auger decay, double excitation, the 4d → p channel and coupling to the other shells. The dipole operator was used in its length form; with a single channel and non-local exchange, the velocity form need not give the same curve.

Where the maximum falls depends on a balance between the inner well and the repulsion. A somewhat deeper well could bind the f state in the average field, and $G^1$ could still lift much of the ¹P absorption into the continuum; if the well is deep enough, as in Ba²⁺, part of the strength goes into discrete lines below threshold. A shallower well would not switch the repulsion off, because the function $r\phi$ excited by the light stays in the 4d region. The absorption would then lie further above threshold and be broader. In a lighter atom the threshold itself falls, so the photon energy of the maximum need not rise. The numerical output lists the values for each level of treatment.

## Table of computed values

```
4d orbital energy, radial grid: -75.59 eV
4d orbital energy, Gaussian basis: -75.62 eV
4d threshold (Koopmans): 75.59 eV
mean 4d radius: 0.461 angstrom
inner f well: -50.5 eV
inner f well position: 0.25 angstrom
f barrier top: 12.1 eV
f barrier position: 0.94 angstrom
f phase rise above 1.5 eV, average field: 3.26 rad
photon energy of steepest f phase: 80.7 eV
largest phase slope, average: 0.7665 rad/eV
largest phase slope, 1P: 0.0761 rad/eV
1P coefficients of -F0, -F2, -F4: 1.00000, 0.22857, 0.09524
correlation coefficients b1, b3, b5: 0.02857, 0.07619, 0.21645
G1 coefficient, 1P minus average: 1.95714
G1 for compact f function: 15.13 eV
G1 coefficient times G1: 29.62 eV
average: peak 80.9 eV, height 2.340 angstrom^2
average: half maximum 79.8 to 82.5 eV, width 2.7 eV
average+G1: peak 110.6 eV, height 0.321 angstrom^2
average+G1: half maximum 89.3 to 134.0 eV, width 44.7 eV
1P: peak 105.1 eV, height 0.343 angstrom^2
1P: half maximum 87.6 to 127.5 eV, width 39.9 eV
1P+corr: peak 98.7 eV, height 0.313 angstrom^2
1P+corr: half maximum 86.2 to 118.7 eV, width 32.5 eV
final peak height: 31.3 Mb
shift average to 1P: 24.2 eV
shift by correlation: -6.4 eV
one-level estimate with correlation: 102.3 eV
strength sum, correlated, ring off: 14.128
strength sum, correlated, ring on: 14.128
strength sum, 1P without correlation: 17.712
cross sections in angstrom^2: average, 1P, 1P+corr
at 80 eV: 1.523, 0.031, 0.032
at 90 eV: 0.182, 0.220, 0.241
at 100 eV: 0.065, 0.331, 0.312
at 110 eV: 0.027, 0.332, 0.245
at 120 eV: 0.011, 0.252, 0.144
at 140 eV: 0.001, 0.073, 0.030
```
